# Marzari-Vanderbilt Spread: Quantum Metric and Gauge-Dependent Remainder: a program that tests the result

```python
"""Spread of Wannier functions: Omega = Omega_I + Omega_D + Omega_OD.

Omega    = sum_n (<r^2>_n - <r>_n^2), from Wannier functions in real space
Omega_I  = zone average of the trace of the quantum metric (gauge invariant)
Omega_D  = sum over n and R != 0 of |<Rn|r|0n>|^2
Omega_OD = sum over R and m != n of |<Rm|r|0n>|^2
In one dimension a gauge exists in which Omega_D = Omega_OD = 0.
In two dimensions one band with Berry curvature F keeps at least
sum over R != 0 of |F_R|^2/|R|^2, F_R being Fourier coefficients of F.
Lengths are in angstrom, energies in eV.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import schur

# ---------- one-dimensional crystal in plane waves ----------
a = 4.0
V1, V2, eta = 2.0, 3.0, np.pi / 3
beta = 0.3
hbar2_over_m = const.hbar**2 / const.m_e / const.e * 1e20
G = 2 * np.pi / a
K = G * np.arange(-10, 11)
n_pw = len(K)
n_k = 120
k_mesh = G * np.arange(n_k) / n_k
dk = G / n_k
potential = (V1 * (np.eye(n_pw, k=1) + np.eye(n_pw, k=-1))
             + V2 * np.exp(1j * eta) * np.eye(n_pw, k=-2)
             + V2 * np.exp(-1j * eta) * np.eye(n_pw, k=2))


def bloch(k):
    return np.linalg.eigh(np.diag(hbar2_over_m * (k + K)**2 / 2) + potential)


def coupling_squared(k, energies, states):
    """|<m|dH/dk|n>|^2/(E_m-E_n)^2 for all m != n."""
    dH = states.conj().T @ ((hbar2_over_m * (k + K))[:, None] * states)
    gap = energies[:, None] - energies[None, :]
    np.fill_diagonal(gap, 1.0)
    result = np.abs(dH / gap)**2
    np.fill_diagonal(result, 0.0)
    return result


def shift(c, steps=1):
    """Coefficients at k + steps*G for a gauge periodic in the zone."""
    return np.roll(c, -steps, axis=-2)


def polar(M):
    left, _, right = np.linalg.svd(M)
    return left @ right


def localised_gauge(frames):
    """Parallel transport, then even distribution of the Wilson-loop phases."""
    out = [frames[0]]
    for frame in frames[1:]:
        out.append(frame @ polar(frame.conj().T @ out[-1]))
    loop = polar(shift(out[0]).conj().T @ out[-1])
    T, S = schur(loop, output="complex")
    phi = np.angle(np.diag(T))
    frames_new = np.array([c @ S * np.exp(-1j * phi * j / n_k)
                           for j, c in enumerate(out)])
    return frames_new, a * phi / (2 * np.pi)


points = 32
x = (np.arange(n_k * points) - n_k * points // 2) * a / points
dx = a / points
R_max = 30
R_list = np.arange(-R_max, R_max + 1)


def real_space(frames):
    """<x^2>_n and <Rm|x|0n> by quadrature over the Wannier functions."""
    w = np.zeros((len(x), frames.shape[2]), complex)
    for k, c in zip(k_mesh, frames):
        w += np.exp(1j * np.outer(x, k + K)) @ c
    w /= n_k * np.sqrt(a)
    overlap = w.conj().T @ w * dx
    assert np.allclose(overlap, np.eye(w.shape[1]), atol=1e-9)
    x2 = np.sum(x[:, None]**2 * np.abs(w)**2, axis=0) * dx
    X = np.array([np.roll(w, R * points, axis=0).conj().T
                  @ (x[:, None] * w) * dx for R in R_list])
    return x2, X


def parts(x2, X):
    centre = np.diag(X[R_max]).real
    total = np.sum(x2 - centre**2)
    diagonal = np.sum(np.abs(np.einsum("rnn->rn", X))**2)
    off_diagonal = np.sum(np.abs(X)**2) - diagonal
    invariant = np.sum(x2) - np.sum(np.abs(X)**2)
    return total, invariant, diagonal - np.sum(centre**2), off_diagonal


bands = [bloch(k) for k in k_mesh]
E = np.array([b[0] for b in bands])
pair = np.array([b[1][:, :2] for b in bands])
gap12 = np.min(E[:, 1] - E[:, 0])
gap23 = np.min(E[:, 2]) - np.max(E[:, 1])
assert gap12 > 0.5 and gap23 > 0.5
coupling = np.array([coupling_squared(k, *b) for k, b in zip(k_mesh, bands)])
metric = coupling[:, 2:, :2].sum(axis=(1, 2))
omega_I = metric.mean()
omega_OD_bands = 2 * coupling[:, 0, 1].mean()

# metric against the derivative of the projector at one wavevector
k_test, h = 0.3, 1e-4


def projector(k):
    c = bloch(k)[1][:, :2]
    return c @ c.conj().T


dP = (projector(k_test + h) - projector(k_test - h)) / (2 * h)
g_projector = 0.5 * np.trace(dP @ dP).real
g_states = coupling_squared(k_test, *bloch(k_test))[2:, :2].sum()
assert abs(g_projector - g_states) < 1e-5

# three gauges for the same pair of bands
ml_gauge, wilson_centres = localised_gauge(pair)
band_gauge = np.concatenate(
    [localised_gauge(pair[:, :, n:n + 1])[0] for n in (0, 1)], axis=2)
twisted_gauge = band_gauge.copy()
twisted_gauge[:, :, 0] *= np.exp(-1j * beta * np.sin(k_mesh * a))[:, None]
data = [real_space(g) for g in (ml_gauge, band_gauge, twisted_gauge)]
ml, by_band, twisted = [parts(*d) for d in data]

for result in (ml, by_band, twisted):
    assert abs(result[1] - omega_I) < 1e-6
# transport on a finite mesh leaves small errors in the gauge itself
assert abs(ml[0] - omega_I) < 1e-4
assert ml[2] < 1e-4 and ml[3] < 1e-4
assert by_band[2] < 1e-3
assert abs(by_band[3] - omega_OD_bands) < 1e-6
assert by_band[3] > 0.01
omega_D_twist = beta**2 * a**2 / 2
assert abs(twisted[2] - omega_D_twist) < 5e-3
assert abs(twisted[0] - omega_I - omega_D_twist - omega_OD_bands) < 5e-3

# zone integrals of the connection against real-space matrix elements
f = twisted_gauge
ext = np.concatenate([shift(f[-2:], -1), f, shift(f[:2], 1)])
df = (8 * (ext[3:-1] - ext[1:-3]) - (ext[4:] - ext[:-4])) / (12 * dk)
A = 1j * np.einsum("kgm,kgn->kmn", f.conj(), df)
x2_zone = np.mean(np.sum(np.abs(df)**2, axis=1), axis=0)
assert np.allclose(x2_zone, data[2][0], atol=1e-3)
for R in (-2, -1, 0, 1, 2):
    X_zone = np.mean(np.exp(1j * k_mesh * R * a)[:, None, None] * A, axis=0)
    assert np.allclose(X_zone, data[2][1][R_max + R], atol=1e-3)

# spectrum of the projected position operator, built in the band gauge
cells = np.arange(-15, 16)
PxP = np.block([[data[1][1][R_max + R - S] + (R == S) * S * a * np.eye(2)
                 for S in cells] for R in cells])
spectrum = np.linalg.eigvalsh((PxP + PxP.conj().T) / 2)
pxp_centres = spectrum[np.abs(spectrum) < a / 2]
ml_centres = np.diag(data[0][1][R_max]).real
assert len(pxp_centres) == 2
assert np.allclose(pxp_centres, np.sort(ml_centres), atol=1e-4)
assert np.allclose(wilson_centres, ml_centres, atol=5e-3)
ml_spreads = data[0][0] - ml_centres**2
band_centres = np.diag(data[1][1][R_max]).real
band_spreads = data[1][0] - band_centres**2

# ---------- two dimensions: one band with curvature, zero Chern number ------
n2 = 64
mass = 3.0
q = 2 * np.pi * np.arange(n2) / n2
qx, qy = np.meshgrid(q, q, indexing="ij")
cell = np.fft.fftfreq(n2, 1 / n2) * a
RX, RY = np.meshgrid(cell, cell, indexing="ij")
R2 = RX**2 + RY**2
R2_safe = np.where(R2 == 0, 1.0, R2)


def gradient(field):
    coeff = np.fft.ifft2(field)
    return np.fft.fft2(-1j * RX * coeff), np.fft.fft2(-1j * RY * coeff)


def lattice_spread(state):
    """Spread of the Wannier function on the lattice, from its definition."""
    weight = sum(np.abs(np.fft.ifft2(s))**2 for s in state)
    return (np.sum(R2 * weight) - np.sum(RX * weight)**2
            - np.sum(RY * weight)**2)


d = np.array([np.sin(qx), np.sin(qy), mass - np.cos(qx) - np.cos(qy)])
length = np.sqrt(np.sum(d**2, axis=0))
unit = d / length
grads = [gradient(c) for c in unit]
ux = np.array([g[0].real for g in grads])
uy = np.array([g[1].real for g in grads])
omega_I_2d = np.mean(np.sum(ux**2 + uy**2, axis=0)) / 4
F = np.sum(unit * np.cross(ux, uy, axis=0), axis=0) / 2
chern = F.mean() * 2 * np.pi / a**2
assert abs(chern) < 1e-8
F_R = np.fft.ifft2(F)
remainder_2d = np.sum(np.where(R2 == 0, 0.0, np.abs(F_R)**2 / R2_safe))

state = np.array([-(d[0] - 1j * d[1]), length + d[2]])
state = state / np.sqrt(np.sum(np.abs(state)**2, axis=0))
residual = (d[2] + length) * state[0] + (d[0] - 1j * d[1]) * state[1]
assert np.max(np.abs(residual)) < 1e-12
state = state * np.exp(-0.3j * (np.sin(qx) + np.sin(qx + qy)))
start_2d = lattice_spread(state)
state_grads = [gradient(s) for s in state]
Ax, Ay = [sum(1j * s.conj() * g[i] for s, g in zip(state, state_grads))
          for i in (0, 1)]
chi_R = -1j * (RX * np.fft.ifft2(Ax) + RY * np.fft.ifft2(Ay)) / R2_safe
chi = np.fft.fft2(chi_R).real
best = state * np.exp(-1j * chi)
best_2d = lattice_spread(best)
assert abs(best_2d - omega_I_2d - remainder_2d) < 1e-6
assert remainder_2d > 1e-3 and start_2d > best_2d
for trial in (np.sin(qx), np.cos(qy), np.sin(qx - qy), np.cos(2 * qx + qy)):
    for sign in (1, -1):
        varied = best * np.exp(0.05j * sign * trial)
        assert lattice_spread(varied) > best_2d

# ---------- results ----------
print(f"lattice constant a = {a:.1f} angstrom")
print(f"V1 = {V1:.1f} eV, V2 = {V2:.1f} eV, eta = {eta:.4f} rad")
print(f"hbar^2/m = {hbar2_over_m:.4f} eV angstrom^2")
print(f"k points = {n_k}, plane waves = {n_pw}")
print(f"smallest direct gap, bands 1-2 = {gap12:.3f} eV")
print(f"gap between bands 2 and 3 = {gap23:.3f} eV")
print(f"test wavevector = {k_test:.1f} 1/angstrom")
print(f"metric there, sum over states = {g_states:.6f} angstrom^2")
print(f"metric there, projector formula = {g_projector:.6f} angstrom^2")
print(f"metric, smallest in zone = {metric.min():.4f} angstrom^2")
print(f"metric, largest in zone = {metric.max():.4f} angstrom^2")
print(f"Omega_I from the metric = {omega_I:.5f} angstrom^2")
print(f"Omega_I from the metric = {omega_I * 1e-16:.5e} cm^2")
for name, r in (("localised pair", ml), ("band by band", by_band),
                ("twisted", twisted)):
    print(f"{name}: Omega = {r[0]:.5f} angstrom^2")
    print(f"{name}: Omega_I (real space) = {r[1]:.5f} angstrom^2")
    print(f"{name}: Omega_D = {r[2]:.2e} angstrom^2")
    print(f"{name}: Omega_OD = {r[3]:.5e} angstrom^2")
print(f"Omega_OD, bands, zone integral = {omega_OD_bands:.5f} angstrom^2")
print(f"twist amplitude beta = {beta:.1f} rad")
print(f"beta^2 a^2/2 = {omega_D_twist:.5f} angstrom^2")
order = np.argsort(ml_centres)
for i, n in enumerate(order):
    print(f"localised function {i + 1}: centre = {ml_centres[n]:.4f} angstrom")
    print(f"  PxP eigenvalue = {pxp_centres[i]:.4f} angstrom")
    print(f"  Wilson-loop centre = {wilson_centres[n]:.4f} angstrom")
    print(f"  spread = {ml_spreads[n]:.4f} angstrom^2")
for n in (0, 1):
    print(f"band {n + 1} alone: centre = {band_centres[n]:.4f} angstrom, "
          f"spread = {band_spreads[n]:.4f} angstrom^2")
print(f"2D model: mass parameter = {mass:.1f}, a = {a:.1f} angstrom")
print(f"2D: |Chern number| below 1e-8: {abs(chern) < 1e-8}")
print(f"2D: largest |curvature| = {np.abs(F).max():.4f} angstrom^2")
print(f"2D: Omega_I = {omega_I_2d:.5f} angstrom^2")
print(f"2D: curvature remainder = {remainder_2d:.5f} angstrom^2")
print(f"2D: spread in starting gauge = {start_2d:.5f} angstrom^2")
print(f"2D: smallest spread, real space = {best_2d:.5f} angstrom^2")
print("done: every assertion held")
```

Output:

```
lattice constant a = 4.0 angstrom
V1 = 2.0 eV, V2 = 3.0 eV, eta = 1.0472 rad
hbar^2/m = 7.6200 eV angstrom^2
k points = 120, plane waves = 21
smallest direct gap, bands 1-2 = 3.482 eV
gap between bands 2 and 3 = 6.021 eV
test wavevector = 0.3 1/angstrom
metric there, sum over states = 0.702213 angstrom^2
metric there, projector formula = 0.702213 angstrom^2
metric, smallest in zone = 0.0806 angstrom^2
metric, largest in zone = 3.7821 angstrom^2
Omega_I from the metric = 0.98290 angstrom^2
Omega_I from the metric = 9.82901e-17 cm^2
localised pair: Omega = 0.98290 angstrom^2
localised pair: Omega_I (real space) = 0.98290 angstrom^2
localised pair: Omega_D = 5.11e-11 angstrom^2
localised pair: Omega_OD = 1.12945e-11 angstrom^2
band by band: Omega = 2.55780 angstrom^2
band by band: Omega_I (real space) = 0.98290 angstrom^2
band by band: Omega_D = 1.51e-11 angstrom^2
band by band: Omega_OD = 1.57490e+00 angstrom^2
twisted: Omega = 3.27780 angstrom^2
twisted: Omega_I (real space) = 0.98290 angstrom^2
twisted: Omega_D = 7.20e-01 angstrom^2
twisted: Omega_OD = 1.57490e+00 angstrom^2
Omega_OD, bands, zone integral = 1.57490 angstrom^2
twist amplitude beta = 0.3 rad
beta^2 a^2/2 = 0.72000 angstrom^2
localised function 1: centre = -1.4319 angstrom
  PxP eigenvalue = -1.4319 angstrom
  Wilson-loop centre = -1.4319 angstrom
  spread = 0.4284 angstrom^2
localised function 2: centre = 0.8265 angstrom
  PxP eigenvalue = 0.8265 angstrom
  Wilson-loop centre = 0.8265 angstrom
  spread = 0.5545 angstrom^2
band 1 alone: centre = -1.7951 angstrom, spread = 0.8143 angstrom^2
band 2 alone: centre = 1.1897 angstrom, spread = 1.7435 angstrom^2
2D model: mass parameter = 3.0, a = 4.0 angstrom
2D: |Chern number| below 1e-8: True
2D: largest |curvature| = 8.0000 angstrom^2
2D: Omega_I = 0.61991 angstrom^2
2D: curvature remainder = 0.01723 angstrom^2
2D: spread in starting gauge = 2.79733 angstrom^2
2D: smallest spread, real space = 0.63715 angstrom^2
done: every assertion held
```
